# Interface compression of a cylindrical oxide shell in Eyring flow

## First half: from the flow law to the interface compression

A long silicon cylinder is being oxidized from its side. At the moment considered, the silicon has radius $a$ and the oxide fills the shell $a<r<b$. Oxide takes up more room than the silicon it replaces, so newly formed oxide at $r=a$ pushes the older oxide outward. The older oxide resists because it is viscous, and the interface is thereby put under compression. The problem is to find how this compression depends on the speed at which the oxide is pushed out.

The model rests on these assumptions. The silicon is rigid. The geometry and the loading are the same all round the axis and all along it, and nothing moves along the axis (plane strain). The oxide is incompressible and flows steadily, so elastic strain is left out. Inertia is ignored, the speeds being of the order of nanometres per hour. The outer surface is free of force. Tensile stress is counted positive, so the interface compression is $P=-\sigma_{rr}(a)$. Part (k) estimates the size of several of the neglected effects.

### (a) How fast is the oxide moving?

*Silicon recedes at speed $s=-da/dt$, and each volume of silicon becomes $\beta$ volumes of oxide. Find the outward speed $v$ of the oxide at the interface, and the velocity throughout the shell.*

**Solution.** Take a unit length of cylinder. In a time $dt$ the silicon gives up the area $2\pi a s\,dt$, and the oxide made from it needs the area $2\pi a\beta s\,dt$. The vacated area holds part of the new oxide. The rest must be gained by moving the older oxide outward, which provides the area $2\pi a v\,dt$:

$$2\pi a v\,dt=2\pi a\beta s\,dt-2\pi a s\,dt,\qquad v=(\beta-1)s .$$

Here $v$ is the speed of oxide *material* at $r=a$, measured in the frame of the fixed silicon. The interface itself moves the other way, inward at speed $s$. Material therefore leaves the interface at the relative speed $v+s=\beta s$, which is the thickness of oxide formed per unit time.

An incompressible radial flow carries the same area per unit time through every circle, so $r\,v_r$ does not depend on $r$. Its value at the interface is $av$, and

$$v_r(r)=\frac{a v}{r}.$$

The volume balance over the whole history confirms this. If the silicon had radius $a_0$ before any oxide was present, then

$$b^2-a^2=\beta\,(a_0^2-a^2).$$

Differentiating with respect to time gives

$$2b\frac{db}{dt}-2a\frac{da}{dt}=-2\beta a\frac{da}{dt},$$

so that

$$b\frac{db}{dt}=-(\beta-1)a\frac{da}{dt}=(\beta-1)as=av .$$

The outer surface thus moves at $av/b$, which is what the velocity field gives at $r=b$.

### (b) What shear stress does this motion need?

*The oxide obeys Eyring's law of flow. Find the shear stress at each radius.*

**Solution.** The rates of strain of the radial flow are

$$e_{rr}=\frac{dv_r}{dr}=-\frac{av}{r^2},\qquad e_{\theta\theta}=\frac{v_r}{r}=+\frac{av}{r^2},\qquad e_{zz}=0 .$$

A ring of oxide is stretched round its circumference and thinned along the radius at equal rates. Seen in axes turned by $45^\circ$, this is pure shear. The tensor shear rate in those axes is half the difference of the principal rates, and the engineering shear rate $g$ is twice the tensor one:

$$g=e_{\theta\theta}-e_{rr}=\frac{2av}{r^2}.$$

The shear stress in the same axes is half the difference of the principal stresses,

$$\tau=\tfrac12(\sigma_{\theta\theta}-\sigma_{rr}).$$

In Eyring's picture, flow proceeds by thermally activated jumps between neighbouring local arrangements. A shear stress does the work $\tau V$ in a complete forward jump, where $V$ is the activation volume, and half of this work at the top of the barrier. It multiplies the forward rate by $e^{\tau V/2kT}$ and the backward rate by $e^{-\tau V/2kT}$. The net rate is proportional to the difference, hence to $\sinh(\tau V/2kT)$. With

$$\tau_c=\frac{2kT}{V},$$

and with the prefactor chosen so that $g=\tau/\eta_0$ at small stress, the flow law is

$$g=\frac{\tau_c}{\eta_0}\sinh\frac{\tau}{\tau_c}.$$

Here $\eta_0$ is the low-stress viscosity. Solving for the stress gives

$$\tau(r)=\tau_c\,\operatorname{asinh}u(r),\qquad u(r)=\frac{\eta_0 g}{\tau_c}=\frac{2\eta_0 a v}{\tau_c r^2}.$$

The number $u$ compares the stress that a liquid of constant viscosity $\eta_0$ would need with the Eyring stress $\tau_c$. Where $u\ll1$, $\operatorname{asinh}u\approx u$ and the oxide is an ordinary viscous liquid. Where $u\gg1$, the stress lowers the barrier enough to make flow much easier: the apparent viscosity $\tau/g=\eta_0\operatorname{asinh}(u)/u$ is far below $\eta_0$. Since $u$ falls as $1/r^2$, the interface is where the flow is most strongly nonlinear.

### (c) What compression acts on the interface?

*Use radial equilibrium to write $P$ as an integral, and confirm the integral by an energy balance.*

**Solution.** Consider a small wedge between $r$ and $r+dr$, of angle $d\theta$ and unit length. The radial stress acts on two curved faces whose widths are proportional to $r$. It contributes the net outward force $\frac{d}{dr}(r\sigma_{rr})\,dr\,d\theta$. The hoop stress acts on the two flat sides, which are inclined to each other by $d\theta$, and contributes the inward force $\sigma_{\theta\theta}\,dr\,d\theta$. The sum must vanish:

$$\frac{d}{dr}(r\sigma_{rr})-\sigma_{\theta\theta}=0
\quad\Longrightarrow\quad
\frac{d\sigma_{rr}}{dr}=\frac{\sigma_{\theta\theta}-\sigma_{rr}}{r}=\frac{2\tau}{r}.$$

Integrate from $a$ to $b$, with $\sigma_{rr}(b)=0$:

$$0-\sigma_{rr}(a)=\int_a^b\frac{2\tau}{r}\,dr,\qquad P=\int_a^b\frac{2\tau(r)}{r}\,dr .$$

Since $\tau>0$ for outward flow, $P$ is positive and the interface is compressed. Each ring resists being stretched, so the radial compression on its inner face exceeds that on its outer face by $2\tau\,dr/r$. The interface carries the sum of these steps.

The energy balance gives the same integral without using equilibrium of the wedge. The interface does work on the shell at the rate $2\pi aPv$ per unit length, and the free surface does none. The power turned into heat per unit volume is

$$\sigma_{rr}e_{rr}+\sigma_{\theta\theta}e_{\theta\theta}
=(\sigma_{\theta\theta}-\sigma_{rr})\frac{av}{r^2}=2\tau\,\frac{g}{2}=\tau g .$$

Equating the two powers,

$$2\pi aPv=\int_a^b\tau\,\frac{2av}{r^2}\,2\pi r\,dr=4\pi av\int_a^b\frac{\tau}{r}\,dr,$$

and division by $2\pi av$ returns $P=\int_a^b 2\tau\,dr/r$.

It is convenient to integrate over $u$ instead of $r$. Because $u\propto r^{-2}$, we have $du/u=-2\,dr/r$, or $2\,dr/r=-du/u$. Write $u_a=u(a)$ and $u_b=u(b)$. The minus sign is absorbed by exchanging the limits:

$$P=-\tau_c\int_{u_a}^{u_b}\frac{\operatorname{asinh}u}{u}\,du
=\tau_c\,[F(u_a)-F(u_b)],\qquad
F(u)=\int_0^u\frac{\operatorname{asinh}w}{w}\,dw .$$

The integrand tends to 1 as $w\to0$, so $F$ is finite. The two arguments are

$$u_a=\frac{2\eta_0v}{\tau_c a},\qquad u_b=u_a\frac{a^2}{b^2}.$$

### (d) Can the integral be done?

*Express $F$ through known functions.*

**Solution.** Put $w=\sinh x$, so that $dw=\cosh x\,dx$ and $\operatorname{asinh}w=x$. With $X=\operatorname{asinh}u$,

$$F=\int_0^X x\coth x\,dx .$$

Separate the part of $\coth x$ that survives at large $x$:

$$\coth x=\frac{1+e^{-2x}}{1-e^{-2x}}=1+\frac{2e^{-2x}}{1-e^{-2x}}
=1+\frac{d}{dx}\ln(1-e^{-2x}).$$

The first term integrates to $X^2/2$. The second is integrated by parts, and its boundary term at $x=0$ vanishes because $x\ln(2x)\to0$:

$$F=\frac{X^2}{2}+X\ln(1-e^{-2X})-\int_0^X\ln(1-e^{-2x})\,dx .$$

For the remaining integral use $\ln(1-y)=-\sum_{n\ge1}y^n/n$ with $y=e^{-2x}$. All terms have the same sign, so the sum may be integrated term by term:

$$\int_0^X\ln(1-e^{-2x})\,dx=-\sum_{n\ge1}\frac{1-e^{-2nX}}{2n^2}
=-\frac{\pi^2}{12}+\frac12\operatorname{Li}_2(e^{-2X}).$$

Here $\operatorname{Li}_2(y)=\sum_{n\ge1}y^n/n^2$ is the dilogarithm, and $\sum_{n\ge1}1/n^2=\pi^2/6$ was used. Therefore

$$F(u)=\frac{X^2}{2}+X\ln(1-e^{-2X})-\frac12\operatorname{Li}_2(e^{-2X})+\frac{\pi^2}{12},\qquad X=\operatorname{asinh}u .$$

This was tested by inverting the flow law numerically at each radius and integrating $2\tau/r$ by quadrature. For $u_a=0.01$, $0.3$, $2$, $40$ and $5000$, each with $b/a=1.1$, $2$ and $8$, the two values of $P$ agree within one part in $10^8$.

### (e) What is the complete state of stress?

*Find the other stress components, and say where the oxide is in tension.*

**Solution.** Integrating equilibrium from $r$ instead of $a$ gives

$$\sigma_{rr}(r)=-\tau_c[F(u(r))-F(u_b)],\qquad \sigma_{\theta\theta}=\sigma_{rr}+2\tau .$$

Assume, as is natural for a simple extension of the viscous law, that the deviatoric stress is the strain-rate tensor multiplied by a scalar, here $2\tau/g$, which may depend on the rate. Since $e_{zz}=0$, the axial stress equals the mean stress $m$. From $3m=\sigma_{rr}+\sigma_{\theta\theta}+m$ follows

$$m=\sigma_{zz}=\tfrac12(\sigma_{rr}+\sigma_{\theta\theta})=\sigma_{rr}+\tau .$$

At the free surface $\sigma_{\theta\theta}(b)=2\tau(b)$ and $m(b)=\tau(b)$, both tensile. At the interface $\sigma_{\theta\theta}(a)=2\tau(a)-P$ and $m(a)=\tau(a)-P$. In this purely viscous model a compressed interface is therefore compatible with hoop tension in the oxide next to it, whenever $2\tau(a)>P$.

The variation of the mean stress shows what the nonlinearity does. Because $d\tau/dr=-(2\tau_c/r)\,u/\sqrt{1+u^2}$,

$$\frac{dm}{dr}=\frac{2\tau}{r}+\frac{d\tau}{dr}
=\frac{2\tau_c}{r}\left[\operatorname{asinh}u-\frac{u}{\sqrt{1+u^2}}\right].$$

The bracket vanishes at $u=0$ and its derivative, $(1+u^2)^{-1/2}-(1+u^2)^{-3/2}$, is positive for $u>0$. The mean stress therefore rises outward. To first order in $u$ the bracket is zero, so an ordinary viscous shell has the same mean stress, a tension, at every radius.

The whole tensor was also tested in Cartesian axes, with the velocity field differentiated numerically. For $b/a=2$ and $u_a=0.2$, $3$ and $500$, its divergence at the point $(1.1a,\,0.8a)$ is below $10^{-4}$ of $2\tau/r$.

## Second half: slow flow, fast flow and a silicon pillar

The shell $a<r<b$ is pushed outward at speed $v=(\beta-1)s$ at its inner face, where $s$ is the recession speed of the silicon and $\beta$ the volume ratio of oxide to silicon. The oxide has low-stress viscosity $\eta_0$ and Eyring stress $\tau_c=2kT/V$. The engineering shear rate is $g=2av/r^2$, and the shear stress is $\tau=\tau_c\operatorname{asinh}u$ with $u=2\eta_0av/(\tau_cr^2)$. The interface compression is

$$P=\int_a^b\frac{2\tau}{r}\,dr=\tau_c[F(u_a)-F(u_b)],\qquad F(u)=\int_0^u\frac{\operatorname{asinh}w}{w}\,dw,$$

with $u_a=2\eta_0v/(\tau_ca)$ and $u_b=u_aa^2/b^2$. The limits below compare different speeds at the same $a$, $b$ and temperature.

### (f) Slow expansion

*Find $P$ for $u_a\ll1$, with the first correction.*

**Solution.** The derivative of $\operatorname{asinh}w$ is $(1+w^2)^{-1/2}=1-w^2/2+\dots$, so $\operatorname{asinh}w=w-w^3/6+\dots$. Dividing by $w$ and integrating gives $F(u)=u-u^3/18+\dots$, and

$$P=\tau_c(u_a-u_b)-\frac{\tau_c}{18}(u_a^3-u_b^3)+\dots$$

The leading term, with $u_a$ and $u_b$ inserted, is

$$P_{\rm slow}=2\eta_0va\left(\frac1{a^2}-\frac1{b^2}\right).$$

The compression is proportional to $v$, and $\tau_c$ has cancelled, as it must for a liquid of constant viscosity. Since $u$ is largest at the interface, $u_a\ll1$ makes the whole shell slow. The leading shortfall relative to the linear law is $(u_a^2+u_au_b+u_b^2)/18$. For $b=2a$, where $u_b=u_a/4$, this is $0.073\,u_a^2$.

### (g) Fast expansion

*Find $P$ when $u\gg1$ throughout the shell.*

**Solution.** The smallest $u$ is $u_b$, so the condition is $u_b\gg1$. Start from $\operatorname{asinh}w=\ln(w+\sqrt{1+w^2})$. At large $w$ the sum in the logarithm is $2w[1+1/(4w^2)+\dots]$, which gives

$$\operatorname{asinh}w=\ln(2w)+\frac1{4w^2}+\dots$$

Only values of $w$ between $u_b$ and $u_a$ enter $P$, so the expansion can be integrated directly:

$$\frac{P}{\tau_c}=\frac12\left[\ln^2(2u_a)-\ln^2(2u_b)\right]+\frac18\left(\frac1{u_b^2}-\frac1{u_a^2}\right)+\dots$$

Each squared logarithm grows faster than a logarithm, but their difference factors:

$$\frac12[\ln(2u_a)-\ln(2u_b)][\ln(2u_a)+\ln(2u_b)]
=\frac12\ln\frac{u_a}{u_b}\,\ln(4u_au_b).$$

The first factor contains no speed, because $u_a/u_b=b^2/a^2$ and its logarithm is $2\ln(b/a)$. For the second,

$$\sqrt{u_au_b}=u_a\frac ab=\frac{2\eta_0v}{\tau_cb},\qquad
\ln(4u_au_b)=2\ln\frac{4\eta_0v}{\tau_cb}.$$

Multiplying, with the factor $\tfrac12$, leaves

$$P_{\rm fast}=2\tau_c\ln\frac ba\;\ln\frac{4\eta_0v}{\tau_cb}.$$

The compression now grows as the logarithm of the speed. The viscosity too enters only through the logarithm, while $\tau_c$ sets the scale.

Both leading corrections were tested by quadrature at $b=2a$: the slow one at $u_a=0.1$ and the fast one at $u_a=40$. Each agrees with the computed deviation from its law within 1% of that deviation.

### (h) Why does the law change?

*Find the slope of $P$ against $\ln v$ at any speed, and explain its two limits.*

**Solution.** At fixed geometry both $u_a$ and $u_b$ are proportional to $v$, so $du_a/d\ln v=u_a$ and likewise for $u_b$. Differentiating the limits of the integral,

$$\frac{dP}{d\ln v}=\tau_c\left[\frac{\operatorname{asinh}u_a}{u_a}u_a-\frac{\operatorname{asinh}u_b}{u_b}u_b\right]=\tau(a)-\tau(b).$$

The slope is the difference of shear stress between the two faces. In slow flow this difference is $\tau_c(u_a-u_b)=P$, and $dP/d\ln v=P$ means proportionality. In fast flow it is $\tau_c\ln(u_a/u_b)=2\tau_c\ln(b/a)$, a constant, and a constant slope against $\ln v$ means a logarithm.

The rings show the reason. In fast flow, raising $\ln v$ by a small amount $\delta$ raises the stress of every ring by the same amount $\tau_c\delta$, whatever stress it already carries. The interface then gains $\int_a^b2\tau_c\delta\,dr/r=2\tau_c\delta\ln(b/a)$. The compression has no upper limit in this model; it only becomes insensitive to speed.

### (i) A very thick shell

*What happens if the flow is fast at the interface but slow at the outer surface?*

**Solution.** Now $u_a\gg1$ and $u_b\ll1$, which requires $b^2/a^2\gg1$. At the outer limit $F(u_b)\approx u_b$. At the inner limit use the closed form of part (d). For large $u_a$, $X\approx\ln(2u_a)$, and the terms containing $e^{-2X}$ vanish, leaving $F(u_a)\approx\frac12\ln^2(2u_a)+\pi^2/12$. Hence

$$P\approx\tau_c\left[\tfrac12\ln^2(2u_a)+\frac{\pi^2}{12}-u_b\right].$$

This is a squared logarithm. As the speed rises, the region of fast flow spreads outward, so more rings join those whose stress grows by $\tau_c$ per unit of $\ln v$. When the region reaches the outer surface, the simple logarithm of part (g) takes over. The squared logarithm therefore holds for

$$\frac{\tau_ca}{2\eta_0}\ll v\ll\frac{\tau_cb^2}{2\eta_0a}.$$

The two ends of this range differ by the factor $b^2/a^2$. For $b=2a$ that factor is 4, too small for both inequalities to hold strongly, although in the middle of the range, at $u_a=2$, the formula still gives $1.28\,\tau_c$ against the exact $1.26\,\tau_c$. "Fast" in the logarithmic law must thus mean fast through the whole shell.

### (j) Numbers for a silicon pillar

*Evaluate $P$ for a pillar in wet oxidation near 900 °C, with $a=100$ nm, $b=200$ nm, $v=50$ nm/h, $T=1173$ K, $\eta_0=2\times10^{14}$ Pa s, $V=0.30$ nm³ and $\beta=2.25$.*

**Solution.** The material parameters are rough. The Eyring stress is

$$\tau_c=\frac{2(1.62\times10^{-20}\ {\rm J})}{3.0\times10^{-28}\ {\rm m^3}}=0.108\ {\rm GPa}.$$

The speed is $1.39\times10^{-11}$ m/s, so

$$u_a=\frac{2(2\times10^{14})(1.39\times10^{-11})}{(1.08\times10^8)(10^{-7})}\approx515,\qquad u_b=\frac{u_a}{4}\approx129 .$$

The whole shell is in fast flow. For $b=2a$ the argument $4\eta_0v/(\tau_cb)$ equals $u_a$, and

$$P\approx2(0.108)(0.693)\ln(515)=0.1497\times6.24=0.93\ {\rm GPa}.$$

The full formula and the quadrature also give 0.93 GPa. The linear law would give 41.67 GPa, about 45 times as much. At the same geometry and temperature, other speeds give:

| $v$ (nm/h) | $P$ (GPa) | linear law (GPa) | $d\ln P/d\ln v$ |
|---|---|---|---|
| 0.005 | 0.0042 | 0.0042 | 1.00 |
| 0.05 | 0.041 | 0.042 | 0.97 |
| 0.5 | 0.25 | 0.42 | 0.54 |
| 5 | 0.59 | 4.2 | 0.25 |
| 50 | 0.93 | 42 | 0.16 |
| 500 | 1.28 | 417 | 0.12 |

The crossover lies between 0.10 nm/h, where $u_a=1$, and 0.39 nm/h, where $u_b=1$. From 5 nm/h upward each tenfold increase in speed adds $0.1497\ln10=0.34$ GPa. At 0.5 nm/h the logarithmic law is already within 3% of the full result.

The shear stress at 50 nm/h is 0.75 GPa at the interface and 0.60 GPa at the outer surface. The hoop stress is $2(0.749)-0.934=0.56$ GPa at the interface and $2(0.599)=1.20$ GPa at the outer surface, tensile at both. The sign at the interface depends on the geometry: at the same $a$ and $v$ it turns compressive for $b/a$ above about 3.4. It also rests on the neglect of elasticity, as part (k) shows.

### (k) What has been left out?

*Estimate the neglected effects for these numbers, and set the model beside a real pillar.*

**Solution.** *Elasticity.* Suppose new oxide is born free of shear stress. With a shear modulus $G=31$ GPa, its stress first rises elastically at the rate $Gg(a)$, where $g(a)=2.78\times10^{-4}$ s⁻¹. At this rate alone it would reach the flow stress in $0.749/(31\times2.78\times10^{-4})=87$ s. Flow sets in before that and slows the rise: the stress is at 90% of the flow stress after 87 s and at 99% after 120 s. Material leaves the interface at $\beta s=90$ nm/h, so the understressed layer is about 2 to 3 nm thick. To find the missing part of $P$, add the elastic rate to the flow law, $g=\dot\tau/G+(\tau_c/\eta_0)\sinh(\tau/\tau_c)$, and hold $g$ at $g(a)$ across this thin layer. Since $dr=\beta s\,dt$,

$$\Delta P=\frac{2\beta s}{a}\int_0^{\tau(a)}\frac{\tau(a)-\tau}{G[g(a)-(\tau_c/\eta_0)\sinh(\tau/\tau_c)]}\,d\tau=0.017\ {\rm GPa},$$

or 1.9% of $P$. The change in $P$ is small, but the local stress is not the viscous one. With $\tau=0$ at birth the hoop stress at $r=a$ equals the radial stress, about $-0.92$ GPa, and it becomes tensile only about 1.4 nm from the interface.

Older oxide unloads as it moves outward. At constant $s$, the logarithmic rate of change of $u$ for a piece of material is $-(s/a+g)$. In fast flow the elastic share of the shear rate is therefore $(\tau_c/G)[1+s/(ag)]$, which is 0.9% at the outer surface.

In steady viscous flow, that is outside the thin understressed layer, the mean stress is $-0.19$ GPa near the interface and $+0.60$ GPa at the outer surface. With a bulk modulus of 37 GPa these stresses correspond to elastic volume changes of $-0.5\%$ and $+1.6\%$, which the incompressible model ignores.

*Surface tension.* A value of 0.3 N/m adds $0.3/(2\times10^{-7})$ Pa, or 0.0015 GPa, to $P$.

*Viscosity.* If $\eta_0$ were ten times larger, $P$ would rise by 0.34 GPa, or 37%. This is the same change as for a tenfold speed, because only the product $\eta_0v$ enters.

*Reaction speed.* So far $v$ has been prescribed, but compression can slow the reaction that drives it. Converting one silicon atom adds the volume 0.025 nm³, and pushing this volume out against $P$ costs 0.146 eV, or $1.44\,kT$. For a simple estimate, let all of this work enter the reaction barrier, let the interface reaction alone limit the rate, and let 50 nm/h be the speed without stress. If diffusion of oxidant shares in limiting the rate, the slowing is smaller. Write $v=(50\ {\rm nm/h})\,e^{-y}$. The logarithmic law multiplies $P$ by $(6.24-y)/6.24$, so

$$y=1.44\left(1-\frac{y}{6.24}\right),\qquad y=\frac{1.44}{1+1.44/6.24}=1.17 .$$

This gives $v\approx15.5$ nm/h and $P\approx0.1497(6.24-1.17)=0.76$ GPa. The speed falls by 69%, the compression by 19%.

As a check, the work against this smaller compression, in units of $kT$, is $1.44\times(6.24-1.17)/6.24=1.17$, which equals $y$.

*A real pillar.* The radii and the speed are chosen for illustration. The values of $\eta_0$ and $V$ are uncertain, and the viscosity depends strongly on temperature and water content. The prefactor of $P$ is proportional to $1/V$: with the other values kept, halving $V$ gives 1.66 GPa and doubling it gives 0.52 GPa. The result is therefore only an estimate of scale. The prescribed speed is also uncertain; the estimate above shows how far the numbers would move if the full work entered the barrier. Stress may also change the transport of oxidant through the shell, which is not estimated here. Real silicon oxidizes at different rates on different crystal faces, so a pillar need not stay circular, and its ends break the plane-strain condition. Finally, the model has no fracture: whether a shell survives a hoop tension of 1.2 GPa depends on its flaws.

## Numbers as computed

```
temperature: 1173 K, kT = 0.1011 eV
inner radius a: 100 nm, outer radius b: 200 nm
silicon radius before oxidation: 152.8 nm
low-stress viscosity eta0: 2.0e+14 Pa s
activation volume V: 0.30 nm^3
Eyring stress tau_c: 0.1080 GPa
volume ratio beta: 2.25
expansion speed v at interface: 50.0 nm/h
silicon recession speed s: 40.0 nm/h
oxide formed per unit interface area: 90.0 nm/h
outer surface speed: 25.0 nm/h
shear rate at a: 2.778e-04 1/s
reduced rates: u_a = 514.6, u_b = 128.6
speed at which u_a = 1: 0.0972 nm/h
speed at which u_b = 1: 0.3887 nm/h
shear stress at a: 0.7489 GPa, at b: 0.5992 GPa
interface compression P, closed form: 0.9345 GPa
interface compression P, quadrature: 0.9345 GPa
fast (logarithmic) law: 0.9345 GPa
slow (linear) law at this speed: 41.67 GPa
hoop stress at a: 0.5634 GPa (positive = tension)
hoop stress at b: 1.1985 GPa (positive = tension)
fast-law rise of P per e-fold of v: 0.1497 GPa
v (nm/h) | P (GPa) | linear law (GPa) | log law (GPa) | dlnP/dlnv
   0.005 | 0.00417 | 0.00417 | -0.44409 | 0.9996
   0.050 | 0.04091 | 0.04167 | -0.09945 | 0.9656
   0.500 | 0.25207 | 0.41667 | 0.24519 | 0.5442
   5.000 | 0.58990 | 4.16667 | 0.58982 | 0.2535
  50.000 | 0.93446 | 41.66667 | 0.93446 | 0.1602
 500.000 | 1.27910 | 416.66667 | 1.27910 | 0.1170
elastic moduli used: shear 31 GPa, bulk 37 GPa
elastic build-up in new oxide: 87 s, layer 2.17 nm
loss of P from that layer: 0.0174 GPa (1.9 % of P)
elastic share of shear rate in old oxide at b: 0.91 %
mean stress at a: -0.1856 GPa, at b: 0.5992 GPa
elastic volume change at a: -0.50 %, at b: 1.62 %
surface tension used: 0.3 N/m, adds 0.0015 GPa to P
change of P if eta0 is ten times larger: 0.3446 GPa
volume added per silicon atom: 0.0250 nm^3
normal work per silicon atom: 0.1460 eV = 1.44 kT
if 50 nm/h were the unstressed speed: v = 16.12 nm/h, P = 0.7650 GPa
```
